# Conductivity mass and Hall factor of degenerate n-type silicon

## Problem

The conduction band of silicon has six equivalent minima, two on each cubic axis. Near a minimum the energy surfaces are ellipsoids of revolution, with mass $m_l=0.916\,m_e$ along the valley's own axis and $m_t=0.19\,m_e$ across it. The material is so heavily doped that the electrons are degenerate, and the six valleys are equally populated. Scattering is elastic and described by a relaxation time $\tau$ that depends on energy alone and is the same in every valley.

(a) The conductivity is written $\sigma=ne^2\tau/m_c$, with $n$ the total electron density. Find the conductivity mass $m_c$.

(b) In a weak magnetic field the Hall coefficient is written $R_H=-r_H/(ne)$. Find the Hall factor $r_H$.

(c) A silicon layer was implanted with $3.0\times10^{15}$ donors per cm² and annealed. At 77 K and 0.5 T its sheet resistance is 31 Ω per square, and a Hall measurement evaluated with $r_H=1$ gives $2.3\times10^{15}$ electrons per cm². Treat the layer as a uniform box 100 nm deep. What fraction of the donors is active, and what is the drift mobility?

Conventions: $e>0$, so the electron charge is $-e$. The field $B$ points along $z$, a cubic axis, and $R_H=E_y/(j_xB)$ when $j_y=0$.

## Hints

1. Multiply the Boltzmann equation of one valley by $\hbar\mathbf k$ and integrate over $\mathbf k$. The result is an equation of motion for the mean velocity of that valley.
2. All valleys feel the same electric field, so their currents add. Add conductivities first and invert afterwards.
3. For the Hall effect, first order in $B$ is enough. Ask which two masses appear in the off-diagonal conductivity of a valley.
4. In (c), decide whether the true density is larger or smaller than the apparent one before calculating.

## Solution

### One valley

Measure $\mathbf k$ from the valley minimum, and let $M$ be the diagonal matrix of the masses $m_x,m_y,m_z$. The velocity is $\mathbf v=\hbar M^{-1}\mathbf k$. The steady Boltzmann equation is

$$-\frac{e}{\hbar}(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_k f=-\frac{f-f_0}{\tau}.$$

To first order in $\mathbf E$, the electric field disturbs the distribution where $f_0$ varies, which for degenerate electrons is at the Fermi energy $E_F$. The magnetic force and elastic scattering both conserve energy, so the disturbance stays there. Hence $\tau$ can be replaced by the number $\tau(E_F)$.

Multiply by $\hbar k_i$ and integrate over the valley. On the left, integration by parts moves the derivative from $f$ to the other factors and changes the sign. The boundary term vanishes because $f$ is zero far from the minimum. The $j$ component of $\mathbf v\times\mathbf B$ does not contain $k_j$, since $M$ is diagonal, so the derivative acts on $k_i$ alone. The left side becomes $+e\,n_v(\mathbf E+\mathbf u\times\mathbf B)_i$, where $n_v$ is the density and $\mathbf u$ the mean velocity of the valley. On the right, $f_0$ is even in $\mathbf k$ and drops out, which leaves $-n_v(M\mathbf u)_i/\tau$. Therefore

$$\frac{M\mathbf u}{\tau}=-e(\mathbf E+\mathbf u\times\mathbf B).$$

With $\mathbf B$ along $z$, $(\mathbf u\times\mathbf B)_x=u_yB$ and $(\mathbf u\times\mathbf B)_y=-u_xB$, so

$$u_x=-\frac{e\tau}{m_x}(E_x+u_yB),\qquad u_y=-\frac{e\tau}{m_y}(E_y-u_xB).$$

To first order in $B$, the velocities multiplied by $B$ may be replaced by their zero-field values $-e\tau E_y/m_y$ and $-e\tau E_x/m_x$:

$$u_x=-\frac{e\tau}{m_x}E_x+\frac{e^2\tau^2B}{m_xm_y}E_y,\qquad
u_y=-\frac{e\tau}{m_y}E_y-\frac{e^2\tau^2B}{m_xm_y}E_x.$$

The current density is $\mathbf j=-n_ve\,\mathbf u$, so the valley contributes

$$\sigma_{xx}=\frac{n_ve^2\tau}{m_x},\qquad \sigma_{yx}=-\sigma_{xy}=\frac{n_ve^3\tau^2B}{m_xm_y}.$$

### (a) Conductivity mass

Each cubic axis carries two valleys and therefore $n/3$ electrons. The pairs $(m_x,m_y)$ are:

- valleys on $x$: $(m_l,m_t)$;
- valleys on $y$: $(m_t,m_l)$;
- valleys on $z$: $(m_t,m_t)$.

A field along $x$ thus meets the heavy mass in one third of the electrons and the light mass in two thirds:

$$\sigma=\frac{ne^2\tau}{3}\left(\frac1{m_l}+\frac2{m_t}\right),\qquad \frac{3}{m_c}=\frac1{m_l}+\frac2{m_t}.$$

The same sum results for $y$ and $z$. In units of $1/m_e$, the terms are $1/0.916=1.0917$ and $2/0.19=10.5263$, so

$$m_c=\frac{3}{11.618}\,m_e=0.258\,m_e\approx0.26\,m_e.$$

Inverse masses are averaged because the currents of the valleys add. The light directions supply most of the current. The density-of-states mass of one valley, $(m_lm_t^2)^{1/3}=0.321\,m_e$, answers a different question: it fixes how many states lie below a given energy.

### (b) Hall factor

The three pairs of valleys give

$$\sigma_{yx}=\frac{ne^3\tau^2B}{3}\left(\frac{2}{m_lm_t}+\frac1{m_t^2}\right).$$

The condition $j_y=0$ reads $\sigma_{yx}E_x+\sigma E_y=0$, so $E_y=-\sigma_{yx}E_x/\sigma$. In $j_x=\sigma E_x+\sigma_{xy}E_y$ the last term is of second order in $B$, and $E_x=j_x/\sigma$ suffices. Hence

$$R_H=-\frac{\sigma_{yx}}{\sigma^2B}=-\frac{1}{ne}\,\frac{m_c^2}{3}\left(\frac{2}{m_lm_t}+\frac1{m_t^2}\right).$$

The relaxation time has cancelled. With $K=m_l/m_t$,

$$m_c=\frac{3m_lm_t}{m_t+2m_l}=\frac{3K}{2K+1}m_t,\qquad
\frac{2}{m_lm_t}+\frac1{m_t^2}=\frac{K+2}{K\,m_t^2}.$$

The Hall factor is therefore

$$r_H=\frac13\cdot\frac{9K^2}{(2K+1)^2}\cdot\frac{K+2}{K}=\frac{3K(K+2)}{(2K+1)^2}.$$

For silicon $K=4.821$, and

$$r_H=\frac{98.65}{113.25}=0.871\approx0.87.$$

A numerical solution that does not use the valley formulas gives the same values. It follows electron orbits backward in time over the Fermi surface at 0.05 T, sums the six valleys and inverts the full conductivity tensor. It yields $0.2582\,m_e$ and $0.8711$.

**Why the factor is below one.** Write $a=1/m_l$ and $b=1/m_t$. The Hall factor is the valley average of $1/(m_xm_y)$ divided by the square of the average inverse mass. The difference between the square and the average product is

$$\left(\frac{a+2b}{3}\right)^2-\frac{2ab+b^2}{3}=\frac{a^2+4ab+4b^2-6ab-3b^2}{9}=\frac{(a-b)^2}{9}.$$

Dividing by $(a+2b)^2/9$ and inserting $a=b/K$ gives

$$1-r_H=\frac{(K-1)^2}{(2K+1)^2}.$$

A valley that is heavy along $x$ is light along $y$, and one that is heavy along $y$ is light along $x$. This anticorrelation lowers the average product, and with it the Hall voltage. For silicon the deficit is 0.129.

**Limits in $K$.** Spherical valleys, $K=1$, give $r_H=1$. Very long ellipsoids, $K\to\infty$, give $r_H\to3/4$ and $m_c\to\tfrac32m_t$: the valleys on the current axis no longer conduct, and the other two thirds carry the current. For very flat ellipsoids, $K\to0$, $r_H\approx6K$ tends to zero. In that case each valley conducts well along one axis only, while a Hall current needs two.

**Direction of the field.** For a general direction of $\mathbf B$, the first-order current of a valley follows from inserting $\mathbf u_0=-e\tau M^{-1}\mathbf E$ into the magnetic force:

$$\delta\mathbf j=-n_ve^3\tau^2M^{-1}\left[(M^{-1}\mathbf E)\times\mathbf B\right].$$

Its $x$ component is proportional to $E_yB_z/(m_xm_y)-E_zB_y/(m_xm_z)$. Summed over the valleys, $1/(m_xm_y)$ and $1/(m_xm_z)$ give the same number, because the three axes are equivalent. The total is proportional to $\mathbf E\times\mathbf B$, so the weak-field $r_H$ does not depend on how the field is oriented in the crystal.

**Strong field.** Let $\mu=e\tau/m_c$ be the mobility. When $\mu B\gg1$, the friction term $M\mathbf u/\tau$ becomes negligible for motion across $\mathbf B$. Every valley then obeys $\mathbf E+\mathbf u\times\mathbf B=0$ in the $xy$ plane, whatever its masses, and all valleys drift together. With $\mathbf u=-\mathbf j/(ne)$ this gives $\mathbf E=\mathbf j\times\mathbf B/(ne)$, hence $E_y=-j_xB/(ne)$ and $r_H=1$. The factor 0.87 thus belongs to weak fields, where an electron scatters long before it completes an orbit.

### (c) The implanted layer

The Hall measurement returns $1/(e|R_H|)=n/r_H$. Since $r_H<1$, the apparent density is too high. Per unit area,

$$n_s=r_H\,n_{s,\mathrm{Hall}}=0.871\times2.30\times10^{15}\ \mathrm{cm^{-2}}=2.00\times10^{15}\ \mathrm{cm^{-2}}.$$

With one electron per active donor, the active fraction is $2.00/3.00=67\,\%$. Taking $r_H=1$ would give $2.30/3.00=77\,\%$, an overestimate by 15 % of the true active density.

The sheet resistance is $R_s=1/(en_s\mu)$. Using the apparent density in it gives the Hall mobility,

$$\mu_{\mathrm{Hall}}=\frac{1}{e\,n_{s,\mathrm{Hall}}R_s}=87.5\ \mathrm{cm^2/Vs},\qquad
\mu=\frac{\mu_{\mathrm{Hall}}}{r_H}=\frac{87.5}{0.871}=100\ \mathrm{cm^2/Vs}.$$

The two errors of setting $r_H=1$ compensate in the product $n_s\mu$, which the sheet resistance fixes. The relaxation time, from unrounded values, is $\tau=\mu m_c/e=14.8$ fs.

**Is the layer degenerate?** The density is $n=2.00\times10^{15}\,\mathrm{cm^{-2}}/100\ \mathrm{nm}=2.00\times10^{20}\ \mathrm{cm^{-3}}$. With $m_d=(m_lm_t^2)^{1/3}$, the Fermi ellipsoid of a valley has volume $\tfrac{4\pi}{3}(2m_dE_F)^{3/2}/\hbar^3$. Two spin states per $(2\pi)^3$ of $k$-space volume give

$$\frac n6=\frac{(2m_dE_F)^{3/2}}{3\pi^2\hbar^3},\qquad E_F=\frac{\hbar^2}{2m_d}\left(\frac{3\pi^2n}{6}\right)^{2/3}=118\ \mathrm{meV}.$$

At 77 K, $k_BT=6.6$ meV and $E_F/k_BT=17.8$, so the layer is degenerate. At 300 K the ratio is 4.6 for the same density, which is marginal.

**Is the field weak?** Here $\mu B=0.0050$. Keeping the valley equations to all powers of $B$ changes $r_H$ by about $-2$ parts per million, which is negligible.

**Comparison with real layers.** Electron densities of the order of $10^{20}\ \mathrm{cm^{-3}}$ are reached in heavy donor implants after annealing. The mobility in this example has the right order of magnitude: at room temperature, values of roughly 50 to 75 $\mathrm{cm^2/Vs}$ are typical of densities between $1\times10^{20}$ and $2\times10^{20}\ \mathrm{cm^{-3}}$. These room-temperature values include phonon scattering and cannot be compared directly with a mobility measured at 77 K. The uniform box is the clearest idealization, since an implanted profile varies with depth. Sublayers act in parallel, so their sheet conductances add in proportion to $\mu$ and their Hall terms in proportion to $\mu^2$. Two sublayers of equal density, with mobilities 20 % above and below the mean, multiply the apparent Hall factor by $(1.2^2+0.8^2)/2=1.04$. The inferred active density then rises by 4 %.

**Band shape.** At 118 meV the band is no longer quite parabolic. Take $E(1+\alpha E)=\gamma$, where $\gamma$ is the parabolic energy and $\alpha\approx0.5\ \mathrm{eV^{-1}}$ is a rough value. Differentiation gives $\mathbf v=\hbar M^{-1}\mathbf k/(1+2\alpha E)$, so at the Fermi surface every mass grows by the factor $1+2\alpha E=\sqrt{1+4\alpha\gamma}$. The density fixes $\gamma=118$ meV, and the factor is 1.11. The conductivity mass becomes $0.29\,m_e$, and $\tau$ inferred from the mobility rises by the same 11 %. In this simple model the ratio $K$ is unchanged, and so is $r_H$. The value $0.26\,m_e$ thus belongs to the bottom of the band.

The model has a limit, however. Along the valley axis the Fermi ellipsoid extends $\sqrt{2m_l\gamma}/\hbar=1.7\ \mathrm{nm^{-1}}$ from the minimum, which is almost the distance to the zone boundary at X. There the valley meets its neighbour, and the energy surfaces are warped rather than ellipsoidal. A common mass factor does not describe this warping, which can change $r_H$ by several percent. A two-band model of the valleys coupled at X, with constant $\tau$, lowers $r_H$ at this density by about 2 to 7 %, depending on the valley position and coupling strength assumed. For this layer 0.87 is therefore the value of the ellipsoidal model, and the active fraction carries the same uncertainty.

**Limits of the Boltzmann picture.** The longest mean free path, that of electrons moving along a light direction, is 6.9 nm. This is short compared with the depth, so scattering at the surfaces should matter little. The collision broadening $\hbar/\tau=45$ meV, however, is 38 % of $E_F$, and $2E_F\tau/\hbar=5.3$ is not very large. Quantum corrections to transport may therefore be noticeable. They are not computed here. The warping near X by itself already makes the second digit of $r_H$ uncertain for this layer.

## Variation 1: relaxation time that depends on energy

*How does $r_H$ change at finite temperature if $\tau\propto E^s$ and the band is parabolic?*

The Fermi function is a superposition of sharp steps at energies $E$, with weights $-\partial f_0/\partial E$. The Boltzmann equation is linear, so the conductivities of these steps add. A step at $E$ contains a density proportional to $E^{3/2}$ and has relaxation time $\tau(E)$. Define

$$\langle X\rangle=\frac{\int(-\partial f_0/\partial E)\,E^{3/2}X\,dE}{\int(-\partial f_0/\partial E)\,E^{3/2}\,dE}.$$

Then $\sigma$ contains $\langle\tau\rangle$ and $\sigma_{yx}$ contains $\langle\tau^2\rangle$, so

$$r_H=\frac{3K(K+2)}{(2K+1)^2}\,\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.$$

For $s=0$ the extra factor is one at any temperature. Otherwise, expand $E^p$ about the chemical potential $\mu_c$. The linear term vanishes by symmetry, and $\int(-\partial f_0/\partial E)(E-\mu_c)^2dE=\pi^2(k_BT)^2/3$, so

$$\int\left(-\frac{\partial f_0}{\partial E}\right)E^p\,dE\approx\mu_c^p\left[1+\frac{\pi^2}{6}p(p-1)\left(\frac{k_BT}{\mu_c}\right)^2\right].$$

The exponents needed are $p=\tfrac32+2s$ and $\tfrac32$ in the numerator, and $\tfrac32+s$ twice in the denominator. The powers of $\mu_c$ cancel, and so do the terms linear in $p$. The squares leave $2s^2$. To this order $\mu_c$ may be replaced by $E_F$:

$$\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\approx1+\frac{\pi^2s^2}{3}\left(\frac{k_BT}{E_F}\right)^2.$$

Take $s=3/2$, the power law for charged impurities that are only weakly screened. It serves as an illustration here: in the layer of part (c) the dense electrons screen the impurities strongly, and $\tau$ then depends much less on energy. At 77 K the full integrals give the factor 1.023 and $r_H=0.89$. At 300 K and the same density they give 1.23 and $r_H=1.07$. With this exponent, the correction to the apparent density has then changed sign. The expansion would give 1.36 at 300 K, so it is no longer accurate there. For $s=-1/2$, the power law of acoustic-phonon scattering, $r_H$ is 0.87 at 77 K and 0.90 at 300 K. The value 0.87 therefore needs either strong degeneracy or a nearly constant $\tau$.

## Variation 2: relaxation time that depends on direction

*What changes if momentum along the valley axis relaxes with time $\tau_l$ and momentum across it with $\tau_t$?*

Take the friction term of the valley equation to be $m_iu_i/\tau_i$. This is an approximation when the scattering rate varies over the Fermi surface. It is close for strongly screened impurities, but for weakly screened ones it can miss $r_H$ by a few percent. Masses and relaxation times enter only through the ratios $m_i/\tau_i$, so the earlier algebra holds with $m_i/\tau_i$ in place of $m_i/\tau$:

$$\sigma=\frac{ne^2}{3}\left(\frac{\tau_l}{m_l}+\frac{2\tau_t}{m_t}\right),\qquad
r_H=\frac{3K'(K'+2)}{(2K'+1)^2},\qquad K'=K\,\frac{\tau_t}{\tau_l}.$$

For the illustrative ratio $\tau_l/\tau_t=1.5$, $K'=3.21$ and $r_H=0.91$. For the inverse ratio, $K'=7.23$ and $r_H=0.84$. If $\tau_l/\tau_t$ equalled $K$, each valley would conduct isotropically and $r_H$ would be one.

In the layer of part (c), these two cases would put the active fraction at $0.911\times76.7\,\%=70\,\%$ and $0.838\times76.7\,\%=64\,\%$, instead of 67 %. An anisotropy of this size matters more at 77 K than the thermal smearing of Variation 1. For scattering by screened donors the first case is the relevant direction: a Born-approximation estimate with Thomas-Fermi screening gives $\tau_l/\tau_t$ of about 1.4 to 2.0 in this layer and $r_H$ of about 0.91 to 0.94 for ellipsoidal valleys. This shift is opposite in sign to that from the warping near X.

## Calculated quantities

```
longitudinal mass: 0.916 m_e
transverse mass: 0.190 m_e
1/m_l: 1.0917 1/m_e
2/m_t: 10.5263 1/m_e
conductivity mass, formula: 0.2582 m_e
conductivity mass, orbits: 0.2582 m_e
density-of-states mass, one valley: 0.3210 m_e
mass ratio K: 4.8211 (no unit)
numerator 3K(K+2): 98.654 (no unit)
denominator (2K+1)^2: 113.254 (no unit)
Hall factor, formula: 0.8711 (no unit)
Hall factor, orbits: 0.8711 (no unit)
deficit 1 - r_H: 0.1289 (no unit)
implanted dose: 3.00e+15 cm^-2
apparent Hall sheet density: 2.30e+15 cm^-2
sheet resistance: 31.0 ohm/square
layer depth: 100 nm
measurement temperature: 77 K
magnetic field: 0.50 T
true active sheet density: 2.003e+15 cm^-2
activated fraction, r_H = 1: 76.7 %
activated fraction, corrected: 66.8 %
overestimate if r_H = 1: 14.8 %
electron density: 2.003e+20 cm^-3
Hall mobility: 87.5 cm2/Vs
drift mobility: 100.5 cm2/Vs
relaxation time: 14.75 fs
Fermi energy, parabolic: 117.8 meV
k_B T at 77 K: 6.64 meV
E_F/(k_B T) at 77 K: 17.75 (no unit)
<tau^2>/<tau>^2, s=1.5, 77 K: 1.0226 (no unit)
Hall factor, s=1.5, 77 K: 0.8908 (no unit)
<tau^2>/<tau>^2, s=-0.5, 77 K: 1.0026 (no unit)
Hall factor, s=-0.5, 77 K: 0.8734 (no unit)
k_B T at 300 K: 25.85 meV
E_F/(k_B T) at 300 K: 4.56 (no unit)
<tau^2>/<tau>^2, s=1.5, 300 K: 1.2335 (no unit)
Hall factor, s=1.5, 300 K: 1.0745 (no unit)
<tau^2>/<tau>^2, s=-0.5, 300 K: 1.0342 (no unit)
Hall factor, s=-0.5, 300 K: 0.9009 (no unit)
Hall factor, tau_l/tau_t=1.500: 0.9112 (no unit)
Hall factor, tau_l/tau_t=0.667: 0.8376 (no unit)
nonparabolicity: 0.50 1/eV
nonparabolic mass growth: 1.1116 (no unit)
nonparabolic conductivity mass: 0.2870 m_e
nonparabolic Hall factor: 0.8711 (no unit)
depth mobility spread: 20 %
factor on r_H from that spread: 1.0400 (no unit)
mobility times field: 0.00502 (no unit)
field change of r_H: -2.12 ppm
Hall factor at 10000 T (formal limit): 0.99991 (no unit)
collision broadening hbar/tau: 44.6 meV
2 E_F tau/hbar: 5.28 (no unit)
longest mean free path: 6.89 nm
```
